# Hard-wall confinement of pseudo-atomic orbitals and the energy-shift rule for basis radii: test program

```python
"""Hard-wall confinement of a pseudo-atomic orbital (hartree atomic units).

Result under test: E(rc) - E0 ~ kappa*u0(rc)**2 for a distant wall at rc.
u0 = r*R is the free reduced radial orbital, normalized to one,
E0 = -kappa**2/2 its level, and E(rc) the level when u(rc) = 0.
Confined levels are found by diagonalization in a basis vanishing at rc.
Model pseudopotentials: V_l(r) = -D_l / cosh(r/a)**2.
"""
from functools import lru_cache
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss, legvander
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


@lru_cache(maxsize=None)
def gauss_rule(count):
    return leggauss(count)


@lru_cache(maxsize=None)
def basis_table(size):
    """Polynomials zero at both ends, with orthonormal derivatives."""
    x, w = gauss_rule(2 * size)
    table = legvander(x, size + 1)
    scale = 1 / np.sqrt(4 * np.arange(size) + 6)
    return x, w, (table[:, :size] - table[:, 2:]) * scale, scale


def box_state(potential, l, wall, size=70):
    """Lowest level and normalized orbital with u(0) = u(wall) = 0."""
    x, w, phi, scale = basis_table(size)
    r = wall * (1 + x) / 2
    weight = w * wall / 2
    v_eff = potential(r) + l * (l + 1) / (2 * r**2)
    overlap = phi.T @ (weight[:, None] * phi)
    hamiltonian = np.eye(size) / wall + phi.T @ ((weight * v_eff)[:, None] * phi)
    # Inverse form with a positive shifted Hamiltonian limits roundoff.
    offset = 5.0
    mu, vec = eigh(overlap, hamiltonian + offset * overlap,
                   subset_by_index=[size - 1, size - 1])
    c = vec[:, 0]
    c = c / np.sqrt(c @ overlap @ c)
    if np.sum(weight * (phi @ c)) < 0:
        c = -c
    coef = np.zeros(size + 2)
    coef[:size] += c * scale
    coef[2:] -= c * scale
    return 1 / mu[0] - offset, Legendre(coef, domain=[0, wall])


def integrate(function, lower, upper, count=160):
    x, w = gauss_rule(count)
    r = lower + (upper - lower) * (1 + x) / 2
    return (upper - lower) / 2 * np.sum(w * function(r))


a = 1.5
depth = {"s": 3 / a**2, "p": 2.8}
angular = {"s": 0, "p": 1}
far_wall = 40.0


def make_potential(strength):
    return lambda r: -strength / np.cosh(r / a)**2


pot = {name: make_potential(depth[name]) for name in depth}
free = {name: box_state(pot[name], angular[name], far_wall, 120)
        for name in depth}
kappa = {name: np.sqrt(-2 * free[name][0]) for name in depth}


def true_shift(name, wall):
    return box_state(pot[name], angular[name], wall)[0] - free[name][0]


def rule_shift(name, wall):
    return kappa[name] * free[name][1](wall)**2


print(f"Potential range a = {a:.2f} bohr")
for name in depth:
    print(f"{name}: depth D = {depth[name]:.5f} hartree")
    print(f"{name}: free level E0 = {free[name][0]:.6f} hartree"
          f" = {free[name][0] * HARTREE_EV:.4f} eV")
    print(f"{name}: kappa = {kappa[name]:.6f} 1/bohr")

# Numerical free s state against its closed form.
r_test = np.linspace(0.2, 15, 40)
u_closed = np.sqrt(3 / a) * np.sinh(r_test / a) / np.cosh(r_test / a)**2
assert abs(free["s"][0] + 1 / (2 * a**2)) < 1e-10
assert np.max(abs(free["s"][1](r_test) - u_closed)) < 1e-8
# The orbitals are nodeless in the region used.
for name in depth:
    assert np.all(free[name][1](r_test) > 0)

# Exact overlap identity and exact pressure law at a moderate wall.
for name in depth:
    wall, step = 8.0, 0.01
    energy, u = box_state(pot[name], angular[name], wall)
    u0 = free[name][1]
    overlap = integrate(lambda r: u(r) * u0(r), 0, wall)
    slope = u.deriv()(wall)
    left = (energy - free[name][0]) * overlap
    assert abs(left / (-0.5 * slope * u0(wall)) - 1) < 1e-6
    derivative = (true_shift(name, wall + step)
                  - true_shift(name, wall - step)) / (2 * step)
    assert abs(derivative / (-0.5 * slope**2) - 1) < 1e-3
    print(f"{name}: overlap of free and confined orbital at 8 bohr = {overlap:.6f}")

# Doubled slope at a distant wall.
for name in depth:
    u = box_state(pot[name], angular[name], 13.0)[1]
    slope_ratio = u.deriv()(13.0) / free[name][1].deriv()(13.0)
    assert abs(slope_ratio - 2) < 0.02
    print(f"{name}: confined/free slope at 13 bohr = {slope_ratio:.5f}")


def linear_shift(name, wall):
    """Shift from the energy derivative of the regular solution."""
    u0 = free[name][1]

    def integrand(radii):
        inside = np.array([integrate(lambda q: u0(q)**2, 0, r) for r in radii])
        return inside / u0(radii)**2

    return 1 / (2 * integrate(integrand, 0, wall))


for name in depth:
    for wall in (8.0, 10.0, 13.0):
        exact = true_shift(name, wall)
        error = exact / linear_shift(name, wall) - 1
        # Remaining error is second order in the shift, plus roundoff.
        assert abs(error) < 5 * exact * wall / kappa[name] + 1e-4
        if wall == 8.0:
            print(f"{name}: relative error of linearized shift at 8 bohr"
                  f" = {error:.5f}")

print("Wall (bohr), true shift (hartree), rule (hartree), true/rule:")
for name in depth:
    for wall in (6.0, 8.0, 10.0, 13.0):
        exact, rule = true_shift(name, wall), rule_shift(name, wall)
        assert exact > 0
        print(f"{name}: {wall:4.1f}  {exact:.4e}  {rule:.4e}  {exact / rule:.5f}")
assert abs(true_shift("s", 13.0) / rule_shift("s", 13.0) - 1) < 1e-3

# Centrifugal correction for the p orbital.
wall = 14.0
p_ratio = true_shift("p", wall) / rule_shift("p", wall)
p_formula = 1 / (1 - 1 / (kappa["p"] * wall)**2)
assert abs(p_ratio - p_formula) < 1e-3
print(f"p at 14 bohr: true/rule = {p_ratio:.5f}, tail formula = {p_formula:.5f}")

# Norm of the free orbital beyond the wall.
for name, tolerance in (("s", 0.01), ("p", 0.06)):
    lost = integrate(lambda r: free[name][1](r)**2, 13.0, far_wall)
    estimate = true_shift(name, 13.0) / (4 * abs(free[name][0]))
    assert abs(lost / estimate - 1) < tolerance
    print(f"{name}: norm beyond 13 bohr = {lost:.4e}, estimate = {estimate:.4e}")

# Common energy shifts converted into basis radii.
targets = (0.01, 0.001, 0.0001)
exact_radius = {}
rule_radius = {}
print("Target shift (hartree), rule radius, exact radius (bohr),"
      " true shift at rule radius (hartree):")
for name in depth:
    for target in targets:
        r_rule = brentq(lambda r: rule_shift(name, r) - target, 3, 25)
        r_exact = brentq(lambda r: true_shift(name, r) - target, 3, 25)
        rule_radius[name, target] = r_rule
        exact_radius[name, target] = r_exact
        print(f"{name}: {target:.4f}  {r_rule:.4f}  {r_exact:.4f}"
              f"  {true_shift(name, r_rule):.4e}")
print(f"Target 0.001 hartree = {0.001 * HARTREE_EV * 1000:.3f} meV")
for target in targets:
    assert exact_radius["p", target] > exact_radius["s", target]

for name, tolerance in (("s", 0.03), ("p", 0.08)):
    growth = exact_radius[name, 0.0001] - exact_radius[name, 0.001]
    predicted = np.log(10) / (2 * kappa[name])
    assert abs(growth / predicted - 1) < tolerance
    print(f"{name}: radius gain for last decade = {growth:.4f} bohr,"
          f" estimate = {predicted:.4f} bohr")

tail_square = 12 / a
closed_radius = np.log(kappa["s"] * tail_square / 0.001) / (2 * kappa["s"])
assert abs(closed_radius - rule_radius["s", 0.001]) < 0.01
print(f"s: tail amplitude squared A^2 = {tail_square:.4f} 1/bohr")
print(f"s: logarithmic radius for 0.001 hartree = {closed_radius:.4f} bohr")

common = {name: true_shift(name, 7.0) for name in depth}
assert common["p"] > 2 * common["s"]
print(f"Common radius 7 bohr: s shift = {common['s']:.4e} hartree,"
      f" p shift = {common['p']:.4e} hartree")

# Coulomb tail: hydrogen 1s, where the local decay rate replaces kappa.
wall = 10.0
hydrogen_energy = box_state(lambda r: -1 / r, 0, wall)[0]
hydrogen_square = (2 * wall * np.exp(-wall))**2
hydrogen_ratio = (hydrogen_energy + 0.5) / hydrogen_square
local_rate = 1 - 1 / wall
assert hydrogen_ratio < 0.95
assert abs(hydrogen_ratio - local_rate) < 0.02
print(f"Hydrogen at 10 bohr: true shift/u0^2 = {hydrogen_ratio:.5f} 1/bohr,"
      f" local rate = {local_rate:.5f} 1/bohr")

print("success")
```

It prints:

```
Potential range a = 1.50 bohr
s: depth D = 1.33333 hartree
s: free level E0 = -0.222222 hartree = -6.0470 eV
s: kappa = 0.666667 1/bohr
p: depth D = 2.80000 hartree
p: free level E0 = -0.157323 hartree = -4.2810 eV
p: kappa = 0.560933 1/bohr
s: overlap of free and confined orbital at 8 bohr = 0.999861
p: overlap of free and confined orbital at 8 bohr = 0.999538
s: confined/free slope at 13 bohr = 2.00001
p: confined/free slope at 13 bohr = 2.00521
s: relative error of linearized shift at 8 bohr = 0.00098
p: relative error of linearized shift at 8 bohr = 0.00252
Wall (bohr), true shift (hartree), rule (hartree), true/rule:
s:  6.0  1.8064e-03  1.7855e-03  1.01167
s:  8.0  1.2444e-04  1.2430e-04  1.00117
s: 10.0  8.6387e-06  8.6378e-06  1.00011
s: 13.0  1.5821e-07  1.5821e-07  1.00000
p:  6.0  3.6396e-03  3.2709e-03  1.11273
p:  8.0  3.2659e-04  3.0961e-04  1.05485
p: 10.0  3.1509e-05  3.0496e-05  1.03322
p: 13.0  9.9995e-07  9.8113e-07  1.01919
p at 14 bohr: true/rule = 1.01649, tail formula = 1.01648
s: norm beyond 13 bohr = 1.7798e-07, estimate = 1.7798e-07
p: norm beyond 13 bohr = 1.5364e-06, estimate = 1.5890e-06
Target shift (hartree), rule radius, exact radius (bohr), true shift at rule radius (hartree):
s: 0.0100  4.7008  4.7360  1.0493e-02
s: 0.0010  6.4355  6.4408  1.0071e-03
s: 0.0001  8.1632  8.1639  1.0010e-04
p: 0.0100  5.0677  5.1954  1.1780e-02
p: 0.0010  7.0000  7.0607  1.0758e-03
p: 0.0001  8.9720  9.0074  1.0422e-04
Target 0.001 hartree = 27.211 meV
s: radius gain for last decade = 1.7231 bohr, estimate = 1.7269 bohr
p: radius gain for last decade = 1.9466 bohr, estimate = 2.0525 bohr
s: tail amplitude squared A^2 = 8.0000 1/bohr
s: logarithmic radius for 0.001 hartree = 6.4363 bohr
Common radius 7 bohr: s shift = 4.7312e-04 hartree, p shift = 1.0758e-03 hartree
Hydrogen at 10 bohr: true shift/u0^2 = 0.89358 1/bohr, local rate = 0.90000 1/bohr
success
```
